Capacitance of a Round Wire above a Ground Plane, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a line charge to the capacitance

A wire on a chip must be charged whenever its voltage is raised, and the charge required is the capacitance times the voltage step. Take a round wire of radius 50 nm whose axis runs 150 nm above a conducting ground plane, in a dielectric of relative permittivity 2.5. Two quick estimates suggest themselves, and both go wrong.

The first treats the wire as a flat plate. Its width is 100 nm, the clearance below it is also 100 nm, and the permittivity is 22.135 pF/m, so the capacitance per length would be

22.135 pF/m × (100 nm / 100 nm) = 22.1 pF/m.

The value derived below is 78.9 pF/m, larger by a factor of 3.6. A driver designed for the plate estimate would have to supply more than three times the expected charge.

The second estimate puts all the charge of the wire on its axis and mirrors it in the ground. With the charge that the wire really carries at 0.8 V, this gives 0.73 V at the bottom of the wire and 0.88 V at its top. A conductor in equilibrium has one potential, so this is not the field of the wire, and it does not define a single voltage by which to divide the charge.

The second estimate can be repaired. The line charge has to be moved off the axis, towards the ground, and its mirror image moves with it. The work below finds the right place.

### The problem and its conventions

The wire is a perfect conductor, straight, round and infinitely long. Its radius is a, and its axis lies at height h above the ground, with h > a. The height is measured to the axis, not to the lowest point of the wire. The ground is a flat perfect conductor that extends without limit, and its potential is set to zero. A uniform linear dielectric of permittivity ε = ε_r ε₀ fills all the space above the ground outside the wire. The fields are static.

The coordinate y points upward from the ground, x runs along the ground across the wire, and z runs along the wire. Nothing depends on z. The wire carries the charge λ per length and has the potential V relative to ground. The quantity sought is

C′ = λ / V,

the capacitance per length.

### Stage 1: a line charge by itself

The simplest case is a charge λ per length on a line of no thickness, with no ground. By symmetry the field points straight away from the line and depends only on the distance r from it. Gauss's law for a cylinder of radius r and length L around the line says that ε times the outward flux equals the enclosed charge:

ε E × 2πr L = λ L.

The end faces do not contribute, because the field is parallel to them. Hence

E = λ / (2πε r).

Coulomb's law gives the same field. A piece λ dz at distance z along the line contributes λ dz / [4πε(r² + z²)] to the field, and the component perpendicular to the line is the fraction r/√(r² + z²) of that. The components along the line cancel in pairs. The sum is

E = (λ/4πε) ∫ r dz / (r² + z²)^(3/2), with z from −∞ to ∞.

Set z = r tan α. Then dz = r dα/cos²α and (r² + z²)^(3/2) = r³/cos³α, so the integrand becomes (1/r) cos α dα. The angle runs from −π/2 to π/2, and the integral of cos α over this range is 2. The result is E = λ/(2πε r), as before.

The potential φ satisfies E = −dφ/dr, so

φ(r) = −(λ/2πε) ln r + constant.

The logarithm needs a reference length, which the constant supplies. As a limit, surround a wire of radius a by a grounded coaxial shell of radius R. The voltage between them is (λ/2πε) ln(R/a), so the capacitance per length is 2πε/ln(R/a). This tends to zero as R grows. An infinitely long wire with no other conductor at a finite distance therefore has no useful capacitance per length. The ground plane is an essential part of the problem.

### Stage 2: a line charge above the ground

Now place the line charge λ at height s above the ground. The potential must vanish at y = 0. A second line charge −λ at depth s below the plane achieves this, because every point of the plane is equally far from both lines.

Write the squared distances from the point (x, y) to the two lines as

N₋ = x² + (y − s)²  (to the positive line),
N₊ = x² + (y + s)²  (to the negative line).

Since ln r = ½ ln r², the two potentials add up to

φ = −(λ/4πε) ln N₋ + (λ/4πε) ln N₊ = (λ/4πε) ln(N₊/N₋).

The additive constant has been chosen as zero, so that φ = 0 where N₊ = N₋, which is the plane y = 0. Above the plane N₊ > N₋, and φ is positive for positive λ.

The negative line is a device for writing down the field above the ground. In the real system its place is taken by the charge on the ground surface, and below that surface the field is zero.

Far away the potential dies out. With r² = x² + y² and r much larger than s,

N₊/N₋ = 1 + 4ys/N₋ ≈ 1 + 4ys/r²,

and therefore φ ≈ λ s y/(πε r²). This falls off at least as fast as 1/r, because y ≤ r. The divergence of Stage 1 is gone, since the total charge of the pair is zero.

This solution already describes a very thin wire. Put the line charge on the axis, s = h. The surface of the wire is at distance a from the positive line and, for a much smaller than h, at distance of about 2h from the negative one. This gives

V ≈ (λ/4πε) ln(4h²/a²) = (λ/2πε) ln(2h/a).

For a wire of finite radius the distance to the negative line is not the same all round the surface. It is 2h − a at the bottom and 2h + a at the top. The potential therefore varies from (λ/2πε) ln[(2h − a)/a] to (λ/2πε) ln[(2h + a)/a], a difference of

(λ/2πε) ln[(2h + a)/(2h − a)] ≈ (λ/2πε)(a/h) for a ≪ h.

The difference vanishes for a thin wire, as it should, but only in proportion to a/h. For h/a = 3 the two logarithms are ln 5 = 1.609 and ln 7 = 1.946. This is the defect described at the start, and the next stage removes it.

### Stage 3: a wire of finite radius

Keep the pair of line charges, but leave their distance s from the ground open. The ground remains at zero potential for every s. What must be arranged is that the surface of the wire has a single potential.

Describe this surface by the angle θ measured from the top of the wire:

x = a sin θ, y = h + a cos θ.

The squared distances to the two lines are then

N± = a² sin²θ + (h ± s + a cos θ)².

Expanding the square and using sin²θ + cos²θ = 1 gives

N± = a² + (h ± s)² + 2a(h ± s) cos θ.

The potential depends on the ratio N₊/N₋, in which both parts are linear functions of cos θ. For s = h the lower part is the constant a² while the upper part varies, so the ratio cannot be constant. The axis is therefore excluded as the position of the charge. For s ≠ h, the ratio is constant if the constant terms stand in the same proportion to the coefficients of cos θ above and below:

[a² + (h + s)²] / (h + s) = [a² + (h − s)²] / (h − s).

Divide out each side:

a²/(h + s) + h + s = a²/(h − s) + h − s.

Collect the terms with a² on the right:

2s = a² [1/(h − s) − 1/(h + s)] = 2s a² / (h² − s²).

The value s = 0 would put both lines in the same place, where they cancel, so s may be divided out. What remains is h² − s² = a². The required distance, called d from here on, is

d = √(h² − a²).

The positive line lies at height d above the ground, and its mirror image at depth d below it. The same relation can be written as

(h − d)(h + d) = a²,

which will be used several times. It says that the distances of the two lines from the axis of the wire, h − d and h + d, have the product a².

With this relation the squared distances simplify. Replace a² by (h − d)(h + d) in the constant term of N₊:

a² + (h + d)² = (h + d)[(h − d) + (h + d)] = 2h(h + d).

In the same way a² + (h − d)² = 2h(h − d). On the surface of the wire, therefore,

N± = 2(h ± d)(h + a cos θ).

The factor that depends on θ is common to both distances and cancels in the ratio:

N₊/N₋ = (h + d)/(h − d) all round the wire.

The positive line must also lie inside the wire, since the dielectric contains no free charge. Because d² = (h − a)(h + a) is larger than (h − a)², we have d > h − a, so the line lies above the lowest point of the wire. Because a > 0, we have d < h, so it lies below the axis. The line is inside.

In the example d = √(150² − 50²) nm = 141.42 nm, and the line is 8.58 nm below the axis. For a thin wire, expanding the square root gives

h − d ≈ a²/(2h),

which tends to zero faster than the radius itself. Stage 2 is recovered in this limit. The approximate value for the example is 2500/300 nm = 8.33 nm, close to the full result.

### Stage 4: why this is the field of the real wire

The pair of lines gives a potential that obeys Laplace's equation in the dielectric, is zero on the ground and at infinity, and is constant on the wire. It remains to show that no other potential has these properties with the same V.

Suppose there were two, and call their difference u. Then u obeys Laplace's equation in the dielectric, vanishes on both conductors and tends to zero far away. For such a function the value at any point equals its average over a small circle around the point. The reason is that the average changes with the radius of the circle in proportion to the flux of the gradient through the circle, and this flux is zero where there is no charge.

If u were positive somewhere, it would have a largest value at some point in the dielectric, because it vanishes on the edges and at infinity. The average over a circle around that point could equal the largest value only if u had this value all round the circle. Repeating the argument from circle to circle spreads the value through the whole dielectric up to the conductors, where u is zero. This is a contradiction. The same reasoning for −u excludes negative values, so u = 0.

The condition at infinity matters. A uniform vertical field applied from outside would also leave the ground at zero potential, and it would change the charge on the wire. Here no such field is present.

The field outside the wire is thus the field of the pair. Gauss's law applied to a surface just outside the wire then gives the charge on the real wire. The flux is that of the enclosed line, so the charge per length is λ.

### Stage 5: the capacitance

Insert the constant ratio into the potential:

V = (λ/4πε) ln[(h + d)/(h − d)].

Multiply the numerator and the denominator by h + d. The denominator becomes a², and

V = (λ/4πε) ln[(h + d)²/a²] = (λ/2πε) ln[(h + d)/a].

The logarithm is an inverse hyperbolic cosine. To see this, set w = ln[(h + d)/a]. Then e^w = (h + d)/a, and since (h + d)(h − d) = a², the reciprocal is e^(−w) = (h − d)/a. Half the sum of the two is

cosh w = h/a.

As h + d > a, w is positive, and so w = acosh(h/a). Therefore

V = (λ/2πε) acosh(h/a),

C′ = 2πε / acosh(h/a).

For the example, (h + d)/a = (150 + 141.42)/50 = 5.8284, whose logarithm is 1.7627. The capacitance per length is

C′ = 2π × 22.135 pF/m / 1.7627 = 78.90 pF/m,

or 0.0789 fF/µm. A line 100 µm long has 7.89 fF and holds 6.31 fC at 0.8 V.

Two limits show that the formula behaves sensibly. As the wire comes down to the ground, h → a, the inverse hyperbolic cosine tends to zero and C′ grows without bound: a vanishing gap holds a finite charge at a vanishing voltage. As h → ∞ the capacitance tends to zero, but only logarithmically, which is the behaviour found for the distant shell in Stage 1.

## Second half: charge, limiting cases and range of use

The symbols are those of the first half. A wire of radius a has its axis at height h above a grounded plane, in a uniform dielectric of permittivity ε. It carries the charge λ per length at the potential V. The angle θ is measured from the top of the wire. The field outside the wire is that of a line charge λ at height d and a line charge −λ at depth d, with

d = √(h² − a²), (h − d)(h + d) = a².

The potential is φ = (λ/4πε) ln(N₊/N₋), where N± = x² + (y ± d)². On the surface of the wire N± = 2(h ± d)(h + a cos θ). The capacitance per length is C′ = 2πε/acosh(h/a). The example has a = 50 nm, h = 150 nm, ε_r = 2.5 and V = 0.8 V, which gives d = 141.42 nm, C′ = 78.90 pF/m and λ = 63.12 pC/m.

### Stage 6: the voltage by way of the gap

The voltage can also be found by adding up the field along the shortest path, from the ground straight up to the bottom of the wire. At height y on this path the positive line is at distance d − y above, and the negative line at distance d + y below. Both fields point downward for positive λ, so their magnitudes add:

|E| = (λ/2πε) [1/(d − y) + 1/(d + y)].

Integrating from y = 0 to y = h − a gives

V = (λ/2πε) ln[(d + h − a)/(d − h + a)].

This looks different from the earlier result, which had (h + d)/a in the logarithm. The two agree if a(d + h − a) equals (h + d)(d − h + a). Multiply out the second product:

(h + d)(d − h) + a(h + d) = d² − h² + a(h + d) = −a² + a(h + d).

This is a(h + d − a), as required. A numerical integration of the field across the gap reproduces V as well.

The field outside the wire is now known to be that of a line charge at height d and its mirror image, and this gives the capacitance per length C′ = 2πε / acosh(h/a). What remains is to find how the charge and field are distributed over the wire and the ground, to examine the limiting cases, to test the result without images, and to see where the formula ends.

Numerical values quoted here were computed with a short program.
